# Electron-hole attraction in a free-standing polarisable oxide sheet

## Problem

An electron and a hole sit in a thin oxide sheet with vacuum on both sides. The sheet polarises in its own plane, but the field lines joining the two charges also run through the vacuum, where nothing screens them. The interaction therefore cannot be a Coulomb law divided by one constant.

Treat the sheet as the plane $z=0$, infinitely thin, with a linear, local and isotropic in-plane response $\mathbf P=\alpha\mathbf E_\parallel$. Here $\mathbf P$ is the dipole moment per unit area. Only the electrons of the oxide respond; its ions stay fixed. The algebra is in Gaussian atomic units, in which the elementary charge is 1 and $\alpha$ is a length.

1. Find the interaction energy $V(r)$ at in-plane distance $r$.
2. Find its short-range and long-range limits, and the length that separates them.
3. Evaluate it for a hafnia sheet with rough typical values: thickness $d=8$ Å and electronic permittivity $\varepsilon=4.5$. Decide whether both limits can be reached in such a sheet.

## First estimate by scaling

Put the hole, charge $+1$, at the origin, and let $E(r)$ be the radial field in the sheet. Polarisation carries positive bound charge outwards across a circle of radius $r$, in the amount $2\pi r\,\alpha E$. The net charge left inside is

$$Q(r)=1-2\pi\alpha\,rE(r).\tag{1}$$

Far away the polarisation should matter little, so $E\approx1/r^2$. The transported charge is then $2\pi\alpha/r$, which is indeed small when $r\gg2\pi\alpha$. Close in, this expression would exceed the charge available. Suppose instead that screening there is nearly complete, $Q\ll1$. Equation (1) then gives $E\approx1/(2\pi\alpha r)$, the field of a line charge, whose potential is logarithmic. The two fields are equal at

$$r_0=2\pi\alpha .$$

For a rough energy, use the first field beyond $r_0$ and the second inside it. Integrating the force inwards from infinity gives

$$V_{\rm est}=-\frac1r\quad(r>r_0),\qquad V_{\rm est}=-\frac1{r_0}\left[1+\ln\frac{r_0}{r}\right]\quad(r<r_0).\tag{2}$$

The constant 1 in the bracket comes from joining the pieces abruptly, so it is the least reliable part.

## Exact solution of the model

**The response.** The bound charge density is $\sigma=-\nabla\cdot\mathbf P=\alpha\nabla_\parallel^2\phi$, because $\mathbf E=-\nabla\phi$. A Fourier transform in the plane turns $\nabla_\parallel^2$ into $-k^2$, and Poisson's equation becomes

$$\left(-\frac{d^2}{dz^2}+k^2\right)\phi_k(z)=4\pi\left[1-\alpha k^2\phi_k(0)\right]\delta(z).$$

Off the plane the decaying solution is $\phi_k(z)=\phi_k(0)e^{-k|z|}$. Its slope changes by $-2k\phi_k(0)$ at $z=0$, so $2k\phi_k(0)=4\pi[1-\alpha k^2\phi_k(0)]$. Solving for $\phi_k(0)$,

$$\phi_k(0)=\frac{2\pi}{k(1+r_0k)},\qquad r_0=2\pi\alpha.\tag{3}$$

**Back to real space.** The angular part of the inverse transform gives a Bessel function:

$$\phi(r)=\frac1{2\pi}\int_0^\infty k\,J_0(kr)\,\phi_k(0)\,dk=\int_0^\infty\frac{J_0(kr)}{1+r_0k}\,dk .$$

Write $1/(1+r_0k)=\int_0^\infty e^{-s(1+r_0k)}ds$ and do the $k$ integral first. A unit charge at height $a$ above a plane has the in-plane transform $(2\pi/k)e^{-ka}$, hence

$$\int_0^\infty J_0(kr)e^{-ka}dk=\frac1{\sqrt{r^2+a^2}}.\tag{4}$$

The exchange of integrals is made safe by a factor $e^{-\eta k}$, with $\eta\to0$ at the end; the $s$ integrand stays below $e^{-s}/r$ throughout. With $a=sr_0$ and $x=r/r_0$,

$$\phi(r)=\frac{F(x)}{r_0},\qquad F(x)=\int_0^\infty\frac{e^{-u}\,du}{\sqrt{x^2+u^2}}=\int_0^\infty\frac{e^{-xt}\,dt}{\sqrt{1+t^2}},\tag{5}$$

where the last form uses $u=xt$.

**Closed form.** Let $I=\int_0^\infty\sqrt{1+t^2}\,e^{-xt}dt$. Differentiating (5) twice and adding $F$ gives

$$F''+F=\int_0^\infty\frac{t^2+1}{\sqrt{1+t^2}}\,e^{-xt}dt=I .$$

Since $t/\sqrt{1+t^2}$ is the derivative of $\sqrt{1+t^2}$, integration by parts gives

$$F'=-\int_0^\infty\frac{t\,e^{-xt}}{\sqrt{1+t^2}}dt=-\left[\sqrt{1+t^2}\,e^{-xt}\right]_0^\infty-xI=1-xI .$$

Therefore

$$F''+\frac{F'}x+F=\frac1x .\tag{6}$$

The Struve function $H_0(x)=(2/\pi)(x-x^3/9+\dots)$ obeys the same equation with right side $2/(\pi x)$. Thus $F-\tfrac\pi2H_0$ solves Bessel's equation of order zero and equals $aJ_0+bY_0$, with $Y_0$ the Neumann function. The behaviour at small $x$ must fix $a$ and $b$.

**Short range.** In the first form of (5), $1/\sqrt{x^2+u^2}$ is the $u$-derivative of $\operatorname{arcsinh}(u/x)$. Integration by parts, with vanishing end terms, gives $F=\int_0^\infty e^{-u}\operatorname{arcsinh}(u/x)\,du$. Now split

$$\operatorname{arcsinh}y=\ln 2y+g(y),\qquad g(y)=\ln\frac{1+\sqrt{1+1/y^2}}2>0 .$$

Since $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, with $\gamma\approx0.5772$ Euler's constant,

$$F(x)=\ln\frac2x-\gamma+R(x),\qquad R(x)=x\int_0^\infty e^{-xy}g(y)\,dy .$$

The integral of $g$ is elementary:

$$\int_0^\infty g\,dy=\left[y\operatorname{arcsinh}y-\sqrt{1+y^2}-y\ln2y+y\right]_0^\infty=0-(-1)=1 .$$

Hence $0<R(x)<x$, and $R/x\to1$ as $x\to0$. At small $x$, $J_0\to1$, $H_0\to0$ and $Y_0\to(2/\pi)[\ln(x/2)+\gamma]$. Matching the logarithm requires $b=-\pi/2$. This also supplies the whole constant, so $a=0$. The electron has charge $-1$, so $V=-\phi$:

$$V(r)=-\frac{\pi}{2r_0}\left[H_0\!\left(\frac r{r_0}\right)-Y_0\!\left(\frac r{r_0}\right)\right].\tag{7}$$

This is the Rytova-Keldysh potential. For $r\ll r_0$ it becomes

$$V\to-\frac1{r_0}\left[\ln\frac{2r_0}r-\gamma\right].\tag{8}$$

**Long range.** The convex function $(1+w)^{-1/2}$ lies above its tangent at $w=0$. With $w=t^2$ this gives $1-t^2/2\le(1+t^2)^{-1/2}\le1$. Inserting these bounds in the last form of (5), and using $\int_0^\infty t^2e^{-xt}dt=2/x^3$,

$$\frac1x-\frac1{x^3}\le F(x)\le\frac1x .\tag{9}$$

So $V\to-1/r$ for $r\gg r_0$, with no dielectric constant. The fractional shortfall is at most $(r_0/r)^2$.

**Crossover.** The limiting forces $1/(r_0r)$ and $1/r^2$ are equal at $r=r_0$, as estimated. The limiting potentials do not cross. In units of $1/r_0$ their magnitudes differ by $1/x-\ln(2/x)+\gamma$, whose derivative $-1/x^2+1/x$ vanishes only at $x=1$. The minimum there is $1-0.116=0.884$, which is positive. The crossover is therefore defined here through the forces. The net charge inside a circle of radius $r$ shows the same change of regime.

To find this charge, put $E=-F'(x)/r_0^2$ into (1):

$$Q=1+xF'(x).$$

At short range $F'\approx-1/x$ and $Q\to0$: the point charge is completely cancelled. Away from the origin, equation (6) gives the bound charge density

$$\sigma=\frac{\alpha}{r_0^3}\left(F''+\frac{F'}x\right)=\frac{1}{2\pi r_0^2}\left(\frac1x-F\right),$$

which is positive by (9). The unit charge has not disappeared; it is spread over a region of size $r_0$. The net charge inside $r_0$ is 0.461. As a check in real space, the Coulomb potential of this smooth density alone was integrated numerically at $x=0.5$, 1 and 3. It reproduced $F$ to a relative accuracy of $10^{-5}$.

## Numbers for the hafnia sheet

A layer of thickness $d$ has $(\varepsilon-1)E/4\pi$ of dipole moment per unit volume, so

$$\alpha=\frac{d(\varepsilon-1)}{4\pi}=\frac{8\times3.5}{4\pi}=2.23\ \text{Å},\qquad r_0=\frac{d(\varepsilon-1)}2=14\ \text{Å}=1.4\ \text{nm}.$$

Restoring $e^2=14.40$ eV Å gives the energy scale $e^2/r_0=14.40/14=1.03$ eV. At $r=r_0$, $F(1)=0.755$ and $V=-1.0285\times0.7546=-0.776$ eV.

## Comparison of estimate and solution

Energies are in eV. At 5 Å, for example, (2) gives $-1.0285\,(1+\ln2.8)=-2.09$ eV.

| $r$ (Å) | Estimate (2) | Solution (7) | Log limit (8) |
|---|---|---|---|
| 2 | −3.03 | −2.25 | −2.12 |
| 5 | −2.09 | −1.47 | −1.18 |
| 14 | −1.03 | −0.776 | −0.119 |
| 40 | −0.360 | −0.333 | +0.961 |
| 140 | −0.103 | −0.102 | +2.25 |

The estimate has the right length and the right slopes at both ends, but it overbinds at every distance listed: by 42 % of the solution at 5 Å, 33 % at 14 Å and 8 % at 40 Å. The sign of this error is general within the model. In units of $1/r_0^2$ the attractive force is

$$-F'(x)=\int_0^\infty\frac{t}{\sqrt{1+t^2}}\,e^{-xt}dt .$$

The fraction in the integrand is smaller than both 1 and $t$, so the force is smaller than both $1/x$ and $1/x^2$. The estimate uses one of these larger forces at each distance. At $r_0$ the true force is 0.539 of their common value. As $r\to0$ the accumulated excess tends to $0.884\,e^2/r_0\approx0.91$ eV.

The solution lies within 5 % of the Coulomb limit, as a fraction of that limit, beyond $3.75\,r_0$, or about 52 Å. The logarithmic limit is within 5 % of the solution only below $0.128\,r_0$, or 1.8 Å. That is less than the sheet's thickness and comparable with atomic spacings, where a uniform, infinitely thin medium has no meaning. The logarithmic law is a correct limit of the model, but with its ions fixed this sheet does not reach it. A clear logarithmic window needs $d\ll r\ll r_0$. Since $r_0/d=(\varepsilon-1)/2$, that requires $\varepsilon\gg1$; here the ratio is 1.75.

## What thickness changes

To size the thickness effect, put both charges at mid-plane of a uniform slab, with $h=d/2$. In units of $2\pi/k$, the potential is $e^{-k|z|}/\varepsilon+A\cosh kz$ inside and $Be^{-k(|z|-h)}$ outside. Continuity of the potential and of the normal displacement at $z=h$ requires

$$\frac{e^{-kh}}\varepsilon+A\cosh kh=B,\qquad -e^{-kh}+\varepsilon A\sinh kh=-B .$$

Adding these eliminates $B$. With $p=(\varepsilon-1)/(\varepsilon+1)$,

$$A=\frac{(1-1/\varepsilon)e^{-kh}}{\cosh kh+\varepsilon\sinh kh}=\frac2\varepsilon\,\frac{pe^{-kd}}{1-pe^{-kd}}=\frac2\varepsilon\sum_{n=1}^\infty p^ne^{-nkd}.$$

Equation (4) inverts each term:

$$V_{\rm slab}=-\frac1\varepsilon\left[\frac1r+2\sum_{n=1}^\infty\frac{p^n}{\sqrt{r^2+n^2d^2}}\right].$$

If $d\to0$ at fixed $r_0$, then $\varepsilon\approx2r_0/d$, so $1/\varepsilon\to0$ and $\varepsilon\sinh kh\to r_0k$. The mid-plane response $1/\varepsilon+A$ becomes $1/(1+r_0k)$, which recovers (3).

For the 8 Å sheet the slab energy is $-1.36$ eV at 5 Å and $-0.728$ eV at 14 Å, weaker than the sheet result by 7 % and 6 %. At 140 Å the difference is 0.5 %. At 2 Å the slab attraction is 6 % stronger. Its direct term $1/(\varepsilon r)$ grows faster than a logarithm, so it must win at sufficiently small $r$. The short-range values depend on where the charges sit. If both are spread evenly across the thickness, the energy at 2 Å is $-1.95$ eV, weaker than the sheet result, while at 14 Å it is $-0.722$ eV, close to the mid-plane value.

The slab also polarises across its thickness, which the sheet model leaves out. For mid-plane charges its fractional shortfall from the Coulomb law at large $r$ tends to $(\ell/r)^2$ with $\ell=\tfrac d2\sqrt{\varepsilon^2-1}\approx17.5$ Å, instead of the sheet's $r_0=14$ Å. Polarisation across the thickness explains only half of $\ell^2-r_0^2$. A slab with the same in-plane permittivity but none across its thickness still has $\ell=\tfrac d2\sqrt{\varepsilon(\varepsilon-1)}\approx15.9$ Å, although its energy at 14 Å, $-0.771$ eV, is close to the sheet value. In the isotropic slab, mid-plane charges come within 5 % of the Coulomb law only beyond about 66 Å, against 52 Å in the sheet. The crossover length of the layer is therefore known only roughly.

## Beside a real gate oxide

The parameters are rough bulk values for hafnia, applied to a hypothetical sheet; a real film this thin may have a different permittivity. In the sheet model, $\varepsilon$ between 4 and 5 moves $r_0$ from 12 to 16 Å, the energy at 14 Å from $-0.81$ to $-0.75$ eV, and the start of the 5 % Coulomb range from 45 to 60 Å, so the third digits quoted above belong to the model and not to the material. Two assumptions matter more than thickness.

The first is that the ions stay fixed. This suits charges moving much faster than the lattice vibrates. For charges at rest the ions relax fully. With a rough static permittivity of 20 and the same thickness, $r_0$ becomes $8\times19/2=76$ Å. The attraction at 14 Å then weakens from $-0.776$ to $-0.373$ eV, a reduction of 52 % in magnitude; static permittivities of 16 and 25 give $-0.42$ and $-0.33$ eV. The range in which the logarithmic limit is good to 5 % grows in proportion to $r_0$, to about 9.7 Å, which is only just beyond the thickness.

The second is vacuum on both sides, whereas the oxide of a gate stack lies between a semiconductor and a gate electrode. Take the semiconductor first, with vacuum still above the oxide. Let a half-space of permittivity $\varepsilon_s$ fill $z<0$. The slope condition that led to (3) becomes

$$k(1+\varepsilon_s)\phi_k(0)=4\pi[1-\alpha k^2\phi_k(0)],$$

so $\phi_k(0)=2\pi/[k(\kappa+r_0k)]$ with $\kappa=(1+\varepsilon_s)/2$. Taking $\kappa$ out of the bracket replaces $r_0$ by $r_0/\kappa$ and divides the potential by $\kappa$. Together these give $V=-F(\kappa r/r_0)/r_0$.

For silicon without free carriers, $\varepsilon_s\approx12$ and $\kappa=6.5$. At 14 Å the bounds (9) place $F(6.5)$ between 0.150 and 0.154, so the sheet model gives $V\approx-0.16$ eV with the ions fixed, about 80 % weaker than in the free-standing sheet. This value is rough, because silicon is more polarisable than the oxide and the distance of the charges from it matters. For charges at mid-plane of an 8 Å layer on silicon, matching the potential and the normal displacement at both faces gives about $-0.19$ eV, some 75 % weaker than in the free-standing layer. A gate electrode directly on top of this layer, treated as an ideal metal, reduces the attraction much further, to about $-0.02$ eV for charges at mid-plane. This last value depends strongly on their height: it is about $-0.04$ eV when both are 2 Å from the silicon and $-0.007$ eV when both are 2 Å from the metal. The value of $-0.776$ eV therefore belongs to a suspended sheet with electronic screening alone, and should not be carried over to an oxide in a gate stack.

## Numbers as computed

```
INPUT (rough typical values, hafnia)
thickness d = 8.0 angstrom
electronic permittivity = 4.5
static permittivity = 20.0
Coulomb constant e^2 = 14.3996 eV angstrom
SHEET
polarisability alpha = 2.228 angstrom
crossover length r0 = 14.00 angstrom = 1.400 nm
r0/d = 1.750
energy scale e^2/r0 = 1.0285 eV
AT r = r0 (dimensionless)
F(1) = 0.7546
logarithmic limit of F = 0.1159
force / common limiting force = 0.5389
net charge inside r0 = 0.4611 e
ENERGIES in eV: r(angstrom), x, F, V, log limit, Coulomb limit
   2.0   0.1429   2.1888   -2.2513   -2.1207   -7.1998
   5.0   0.3571   1.4299   -1.4707   -1.1783   -2.8799
  14.0   1.0000   0.7546   -0.7762   -0.1192   -1.0285
  40.0   2.8571   0.3239   -0.3332    0.9605   -0.3600
 140.0  10.0000   0.0991   -0.1019    2.2491   -0.1029
RANGES OF THE LIMITS (error 5 percent)
log limit good below x = 0.1276, r = 1.79 angstrom
Coulomb good above x = 3.749, r = 52.5 angstrom
NEGLECTED EFFECTS
r0 with static lattice response = 76.0 angstrom
r(angstrom), V slab (eV), change (%), V static sheet (eV), change (%)
   2.0   -2.3924     6.3   -0.7160   -68.2
   5.0   -1.3624    -7.4   -0.5492   -62.7
  14.0   -0.7276    -6.3   -0.3728   -52.0
  40.0   -0.3239    -2.8   -0.2177   -34.7
 140.0   -0.1014    -0.5   -0.0894   -12.3
TEST RESULTS (dimensionless)
largest relative error, Hankel integral = 2.2e-16
largest relative error, rebuilt potential = 9.9e-06
crossing of limiting forces at r/r0 = 0.9999
slab-sheet difference, d/r0 = 0.1: 0.0192
slab-sheet difference, d/r0 = 0.01: 0.0020
```
